# Spin-orbit constant of antibonding t2 orbitals: cancellation and reversal by heavy halides

In a model of a tetrahedral cobalt halide unit, the sixfold antibonding $t_2$ level splits under spin-orbit coupling into a doublet and a quartet. With chloride ligands the doublet lies 0.061 eV above the quartet. With iodide ligands it lies 0.035 eV below, although the metal constant is the same and the orbital, before spin-orbit coupling is added, has the same mixing and is 74% metal $d$ in character. The spin-orbit constant of a mixed orbital is therefore not a weighted mean of two positive atomic constants. The ligand term has its own sign, which is set by how the ligand $p$ orbitals are combined.

The starting point is the spin-orbit operator of one electron in a potential energy $V$, to leading relativistic order and in Hartree atomic units,

$$h_{so}=\frac{\alpha^2}{2}\,\mathbf s\cdot(\nabla V\times\mathbf p),$$

where $\alpha$ is the fine-structure constant. Close to atom $A$ the potential is nearly spherical, so $\nabla V=(\mathbf r_A/r_A)\,dV/dr_A$, and $\mathbf r_A\times\mathbf p=\mathbf l_A$ is the angular momentum about that atom. Adding the atomic regions gives

$$h_{so}=\sum_A\xi_A(r_A)\,\mathbf l_A\cdot\mathbf s,\qquad \xi_A=\frac{\alpha^2}{2r_A}\frac{dV}{dr_A}.$$

For a shell with radial function $u(r)$, normalized by $\int u^2dr=1$, the atomic constant is $\zeta=\int\xi u^2dr$. It is called $\zeta_d$ for the metal and $\zeta_L$ for the valence $p$ shell of a ligand. Both are positive here.

The antibonding orbitals are written with orthonormal site orbitals as

$$\psi_i=N(d_i-\lambda_\sigma\sigma_i-\lambda_\pi\pi_i),\qquad N^{-2}=1+\lambda_\sigma^2+\lambda_\pi^2 .$$

Here $\sigma_i$ is built from ligand $p$ orbitals along the bonds and $\pi_i$ from those perpendicular to them. Each is given the sign that makes it in phase with $d_i$, so positive $\lambda_\sigma$ and $\lambda_\pi$ mean antibonding in both channels. Metal $p$ and ligand $s$ orbitals are left out. In the matrix elements of $h_{so}$, $\xi_A$ is kept only between two orbitals on the same atom $A$. What remains is to find how $\mathbf l$ acts within the metal set and within the ligand set.

Take the metal first. The three $t_2$ functions $d_{yz},d_{xz},d_{xy}$ are given the labels $x,y,z$. From $l_z=-i(x\partial_y-y\partial_x)$,

$$l_z(xz)=i\,yz,\qquad l_z(yz)=-i\,xz,\qquad l_z(xy)=-i(x^2-y^2).$$

The last function belongs to the $e$ pair and has no component in the $t_2$ set. In the new labels the first result reads $\langle x|l_z|y\rangle=+i$. For a $p$ shell, $l_z\,y=-i\,x$, so the same element is $-i$. Cyclic permutation of the axes gives the other components. If $\boldsymbol\ell$ denotes the $p$-shell matrices, $(\ell_k)_{ij}=-i\epsilon_{kij}$, then within the metal $t_2$ set

$$\mathbf l=-\boldsymbol\ell .$$

For a pure $d$ level this gives $h_{so}=-\zeta_d\,\boldsymbol\ell\cdot\mathbf s$. The constant of the mixed level is defined by the same convention, $h_{so}=-\zeta_{\rm eff}\,\boldsymbol\ell\cdot\mathbf s$, so that it reduces to $\zeta_d$ without mixing. With $\mathbf j=\boldsymbol\ell+\mathbf s$,

$$\boldsymbol\ell\cdot\mathbf s=\tfrac12\left[j(j+1)-2-\tfrac34\right],$$

which is $\tfrac12$ for the quartet, $j=\tfrac32$, and $-1$ for the doublet, $j=\tfrac12$. The energies are $-\zeta_{\rm eff}/2$ and $+\zeta_{\rm eff}$, and

$$E_{\rm doublet}-E_{\rm quartet}=\tfrac32\zeta_{\rm eff}.$$

A negative $\zeta_{\rm eff}$ therefore means an inverted level order.

Now the ligands. They sit in the directions $\mathbf n_A=\mathbf s_A/\sqrt3$, where the sign vectors $\mathbf s_A$ are $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$. (The sign vectors carry a ligand index and are not the spin.) The product of the three signs is $+1$ for every ligand, so $s_xs_y=s_z$ and cyclically. Over the four ligands $\sum_As_{Ai}=0$ and $\sum_As_{Ai}^2=4$. Writing $x_A,y_A,z_A$ for the $p$ orbitals of ligand $A$, two orthonormal sets transform like $x,y,z$:

$$U_z=\tfrac12\sum_Az_A,\qquad V_z=\tfrac1{\sqrt8}\sum_A(s_{Ay}x_A+s_{Ax}y_A),$$

with the other members by cyclic permutation. In the tetrahedral group the product $T_2\times T_2$ contains the symmetry of angular momentum, $T_1$, once. Any block of $\mathbf l$ between two such sets is therefore a number times $\boldsymbol\ell$, and one matrix element fixes the number.

In $U$ all four $p$ orbitals are parallel and turn together like one $p$ orbital: $l_zU_y=\tfrac12\sum_A(-i\,x_A)=-iU_x$. Its factor is $+1$. For $V$, $l_z$ removes $z_A$ and turns $x_A$ into $i\,y_A$, so

$$l_zV_y=\tfrac1{\sqrt8}\sum_Al_z(s_{Ax}z_A+s_{Az}x_A)=\tfrac{i}{\sqrt8}\sum_As_{Az}y_A .$$

The overlap with $V_x=8^{-1/2}\sum_A(s_{Az}y_A+s_{Ay}z_A)$ is

$$\langle V_x|l_z|V_y\rangle=\tfrac i8\sum_As_{Az}^2=\tfrac i2=-\tfrac12(-i),$$

so the factor of $V$ is $-\tfrac12$. The function $l_zV_y$ contains only $y_A$ orbitals and $U_x$ only $x_A$ orbitals, so the mixed factor vanishes.

The bond-adapted combinations follow. Outward-pointing $p$ orbitals $\mathbf n_A\cdot\mathbf p_A$, combined with coefficients $\tfrac12s_{Az}$, give

$$\tfrac1{2\sqrt3}\sum_As_{Az}(s_{Ax}x_A+s_{Ay}y_A+s_{Az}z_A)
=\tfrac1{2\sqrt3}\sum_A(s_{Ay}x_A+s_{Ax}y_A+z_A)
=\tfrac1{\sqrt3}U_z+\sqrt{\tfrac23}\,V_z .$$

The orthogonal combination is $\sqrt{2/3}\,U_z-V_z/\sqrt3$. On ligand $A$ it is a $p$ orbital along $(-s_y,-s_x,2)$ with prefactor $1/(2\sqrt6)$. The scalar product of this vector with $\mathbf s_A$ is $-2s_xs_y+2s_z=0$, so it is tangential, as a $\pi$ orbital must be.

The relative phase now has to be settled, because it decides the sign of the ligand term that joins $\sigma$ and $\pi$. At the ligand in direction $(1,1,1)$, $d_{xy}$ is positive. An in-phase $\sigma$ orbital turns its positive lobe inward, toward the metal, which is minus the outward combination. An in-phase $\pi$ orbital has its positive lobe on the side to which $d_{xy}$ increases. The gradient of $xy$ at $\mathbf n=(1,1,1)/\sqrt3$ is $(1,1,0)/\sqrt3$. Removing its radial part, which is $\tfrac23\mathbf n$, leaves

$$\tfrac1{\sqrt3}(1,1,0)-\tfrac2{3\sqrt3}(1,1,1)=\tfrac1{3\sqrt3}(1,1,-2).$$

This is opposite to the tangential vector $(-1,-1,2)$ found above. Both combinations therefore change sign:

$$\sigma=-\left(\tfrac1{\sqrt3}U+\sqrt{\tfrac23}V\right),\qquad
\pi=-\left(\sqrt{\tfrac23}U-\tfrac1{\sqrt3}V\right).$$

The lobe argument was checked with free-atom radial functions at a distance of 5 bohr. The overlap of one cobalt $3d$ orbital with an inward $p$ orbital is 0.064, 0.070 and 0.074 for Cl, Br and I; with a tangential one it is 0.038, 0.045 and 0.054. All are positive, so the phases are as stated.

The common minus sign drops out of all products, and the factors multiplying $\boldsymbol\ell$ are

$$f_{\sigma\sigma}=\tfrac13-\tfrac12\cdot\tfrac23=0,\qquad
f_{\pi\pi}=\tfrac23-\tfrac12\cdot\tfrac13=\tfrac12,$$

$$f_{\sigma\pi}=\tfrac{\sqrt2}3+\left(-\tfrac12\right)\left(-\tfrac{\sqrt2}3\right)=\tfrac1{\sqrt2}.$$

The zero has a simple meaning. Each ligand contributes a single real $p$ orbital to all three $\sigma$ functions, and a single real orbital has no orbital angular momentum. A moment on the ligand requires different $p$ orbitals on the same atom. The $\pi$ functions supply them, both among themselves and together with the $\sigma$ functions, so $f_{\pi\pi}$ and $f_{\sigma\pi}$ are not zero.

Inserting $\psi_i$, the coefficients $-\lambda_\sigma$ and $-\lambda_\pi$ enter in pairs, so their signs cancel. The $\sigma\pi$ term appears twice, once in each order:

$$h_{so}=N^2\left[-\zeta_d+\zeta_L\left(2\lambda_\sigma\lambda_\pi f_{\sigma\pi}+\lambda_\pi^2f_{\pi\pi}\right)\right]\boldsymbol\ell\cdot\mathbf s .$$

Comparison with $-\zeta_{\rm eff}\,\boldsymbol\ell\cdot\mathbf s$ gives

$$\boxed{\ \zeta_{\rm eff}=N^2\left(\zeta_d-B\,\zeta_L\right),\qquad B=\sqrt2\,\lambda_\sigma\lambda_\pi+\tfrac12\lambda_\pi^2\ }$$

For an orbital antibonding in both channels $B>0$. The constant then vanishes at $\zeta_L=\zeta_d/B$ and is negative above this value. Physically, the combination $\psi_x+i\psi_y$ carries $l_z=-1$ in its metal part but $+1$ in a ligand part of type $U$. The two moments oppose each other while sharing one spin, and each is weighted by the spin-orbit constant of its own atom.

The limits show what reversal needs. If $\lambda_\pi=0$, then $B=0$ and the constant is reduced to $N^2\zeta_d$ by dilution alone, however heavy the ligand. If $\lambda_\sigma=0$, then $B=\lambda_\pi^2/2$, and reversal requires $\zeta_L>2\zeta_d/\lambda_\pi^2$. Between these limits the cross term $\sqrt2\,\lambda_\sigma\lambda_\pi$ exceeds the pure $\pi$ term $\tfrac12\lambda_\pi^2$ whenever $\lambda_\pi<2\sqrt2\,\lambda_\sigma$. A bound follows from the factors $+1$ and $-\tfrac12$ of $U$ and $V$: if $u$ and $v$ are the ligand amplitudes in these sets, then $B=u^2-\tfrac12v^2$ with $u^2+v^2=\lambda_\sigma^2+\lambda_\pi^2$, and hence

$$-\tfrac12(\lambda_\sigma^2+\lambda_\pi^2)\le B\le\lambda_\sigma^2+\lambda_\pi^2 .$$

A negative $\zeta_{\rm eff}$ thus requires at least $(\lambda_\sigma^2+\lambda_\pi^2)\zeta_L>\zeta_d$.

For numbers, the atomic constants were computed for free neutral atoms in nonrelativistic, spherically averaged density functional theory with exchange-only local density approximation, and $\xi$ was taken from the resulting potential. The results are $\zeta_d=0.0778$ eV for Co $3d$, and $\zeta_L=0.0826$, 0.3209 and 0.6112 eV for Cl $3p$, Br $4p$ and I $5p$. Correlation, the relativistic change of the radial functions, the ionic charges in a compound and spin-orbit terms beyond the mean potential are missing. The constants serve to show the trend and are not reference values.

The same radial functions test the neglect of metal–ligand integrals of the type $\langle d|\xi_A|p\rangle$. At 5 bohr, the largest of them is 0.1% of the one-centre constant of the atom on which $\xi_A$ is centred. Integrals with both orbitals on one atom and $\xi$ on another were not evaluated. The 0.1% refers to free-atom orbitals, which overlap, whereas the formula assumes orthonormal site orbitals. Orthogonalization mixes a fraction of about half the overlap of each orbital into its partner, and this creates metal–ligand spin-orbit elements of 1.5 to 3.4% of $\zeta_L$, up to 0.012 eV for iodide. If the site orbitals of the model below are read as symmetrically orthogonalized atomic orbitals with the metal–ligand overlaps at 5 bohr, the first-order constants change from 0.0458, 0.0124 and $-0.0283$ eV to 0.0470, 0.0073 and $-0.0435$ eV for Cl, Br and I. The signs are kept, but the magnitudes for Br and I move by about 40% and 50%. The values that follow neglect this effect.

The mixing comes from a model with a $d$ level at $\Delta=2$ eV above the ligand $p$ level. An in-phase pair of one $d$ and one $p$ orbital is coupled by $-t_\sigma$ or $-t_\pi$, with $t_\sigma=1.5$ eV and $t_\pi=0.7$ eV. These round values are used for all three halides, so that $\zeta_L$ alone changes.

The couplings of the symmetry-adapted orbitals follow by resolving $d_{xy}=\sqrt{15/4\pi}\,xy/r^2$ (angular part) about a bond axis. On the axis only the axial $d$ function, whose value there is $\sqrt{5/4\pi}$, is nonzero. Since $xy/r^2=\tfrac13$ at $\mathbf n=(1,1,1)/\sqrt3$, its amplitude in $d_{xy}$ is $\tfrac13\sqrt{15}/\sqrt5=1/\sqrt3$. A local $d_\pi$ function has tangential slope $\sqrt{15/4\pi}$ on the axis, while $d_{xy}$ has this slope times $|(1,1,-2)|/(3\sqrt3)=\sqrt2/3$, which is the $\pi$ amplitude. Each of the four ligands enters $\sigma_z$ and $\pi_z$ with weight $\tfrac12$, so

$$V_\sigma=4\cdot\tfrac12\cdot\tfrac1{\sqrt3}\,t_\sigma=\tfrac{2}{\sqrt3}t_\sigma=1.732\ \text{eV},\qquad
V_\pi=4\cdot\tfrac12\cdot\tfrac{\sqrt2}3\,t_\pi=\tfrac{2\sqrt2}3t_\pi=0.660\ \text{eV}.$$

Let $x$ be the energy of $\psi_i$ above the ligand level. The $\sigma$ and $\pi$ rows of the eigenvalue equation for the vector $(1,-\lambda_\sigma,-\lambda_\pi)$ read $-V_\sigma=-x\lambda_\sigma$ and $-V_\pi=-x\lambda_\pi$. The $d$ row reads $\Delta+V_\sigma\lambda_\sigma+V_\pi\lambda_\pi=x$. Eliminating the $\lambda$ gives $x^2-\Delta x-(V_\sigma^2+V_\pi^2)=0$, whose upper root is the antibonding level:

$$x=\tfrac\Delta2+\sqrt{\tfrac{\Delta^2}4+V_\sigma^2+V_\pi^2}=3.106\ \text{eV}.$$

Hence $\lambda_\sigma=1.732/3.106=0.558$ and $\lambda_\pi=0.660/3.106=0.2125$. Positive hopping strengths in both channels thus lead to equal signs of the two $\lambda$. The metal weight is $N^2=1/(1+0.311+0.045)=0.737$, and

$$B=\sqrt2(0.5576)(0.2125)+\tfrac12(0.2125)^2=0.1676+0.0226=0.190 .$$

The cross term makes up 88% of $B$. The critical ligand constant is $0.0778/0.1901=0.409$ eV, which lies between bromine and iodine.

The metal term $N^2\zeta_d$ is 0.0574 eV in all three cases. The ligand terms $-N^2B\zeta_L$ are $-0.0116$, $-0.0450$ and $-0.0857$ eV, so that

$$\zeta_{\rm eff}=0.046\ \text{eV (Cl)},\qquad 0.012\ \text{eV (Br)},\qquad -0.028\ \text{eV (I)}.$$

Bromide cancels 78% of the metal term and iodide overcompensates it. The bound adds something here. With $\lambda_\sigma^2+\lambda_\pi^2=0.356$, the largest value that $B\zeta_L$ could take is 0.029 eV for chloride, well below $\zeta_d$. To first order, therefore, no ratio of $\sigma$ to $\pi$ mixing at this metal weight would let chloride reverse the level. The bound does not cover ratios that bring the antibonding $e$ level close to $t_2$, where higher orders become large. For bromide the same bound is 0.114 eV, above $\zeta_d$, so its positive sign depends on the chosen ratio. At this metal weight the bromide constant vanishes at $t_\pi/t_\sigma\approx0.63$, against 0.47 in the model and $0.045/0.070=0.64$ for the Co–Br overlaps given above, so the position of the crossing between bromine and iodine is not a firm result.

These values are of first order in the spin-orbit coupling. They were tested by diagonalizing the Hamiltonian of all five $d$ and twelve ligand $p$ orbitals with spin, in which the angular momentum matrices act on the individual atomic orbitals and no symmetry-adapted combination is used. With all $\zeta$ scaled down by $10^{-4}$ and the splitting scaled back, the doublet–quartet separations are 0.0687, 0.0186 and $-0.0425$ eV, equal to $\tfrac32\zeta_{\rm eff}$ in all printed digits. At full coupling they become 0.0606, 0.0165 and $-0.0353$ eV. The changes are 12%, 11% and 17% of the first-order values and come from coupling to the other levels of the model. In all three cases the magnitude decreases; the contributions of individual levels were not separated. The reversal for iodide survives. Close to the critical $\zeta_L$, however, the first-order term is small and the higher orders can decide the level order, so $\zeta_L=\zeta_d/B$ locates the crossing only to first order.

The role of the phase can be isolated by reversing the sign of $t_\pi$ while keeping all magnitudes. Then $\lambda_\pi$ changes sign and $B=-0.1676+0.0226=-0.145$. The ligand term now adds to the metal term, and iodide gives $\zeta_{\rm eff}=0.123$ eV in place of $-0.028$ eV. The weights of metal and ligand are the same in both cases, so a population analysis alone cannot predict the sign.

The sign of the ligand term also depends on the geometry. In an octahedron with ligands on the axes, the metal $t_{2g}$ orbitals mix with a single ligand $p$ set, which is purely $\pi$:

$$\pi_{yz}=\tfrac12(z_{+y}-z_{-y}+y_{+z}-y_{-z}),\qquad
\pi_{xz}=\tfrac12(z_{+x}-z_{-x}+x_{+z}-x_{-z}),$$

where the subscripts on the right name the ligand positions. The two functions share only the ligands at $\pm z$. Since $l_z\,x=i\,y$,

$$\langle\pi_{yz}|l_z|\pi_{xz}\rangle=\tfrac14(i+i)=\tfrac i2 .$$

The metal element $\langle yz|l_z|xz\rangle$ is $+i$. The ligand part has the same sign and half the size, and therefore

$$\zeta_{\rm eff}(t_{2g}^*)=N^2\left(\zeta_d+\tfrac12\lambda_\pi^2\zeta_L\right),\qquad N^{-2}=1+\lambda_\pi^2 .$$

Both terms are positive, so within this description no halide can cancel or reverse the constant. At a ligand on the $x$ axis $d_{xy}$ is a pure local $d_\pi$ function, and four ligands with weight $\tfrac12$ give a coupling $2t_\pi$. The same $\Delta$ and $t_\pi$ then lead to $\lambda_\pi=0.515$ and $N^2=0.791$. The constants are 0.070, 0.095 and 0.126 eV for Cl, Br and I, and the small-coupling diagonalization for six ligands agrees with them. Iodide thus raises $\zeta_{\rm eff}$ above the free-atom $\zeta_d$ in the octahedron and makes it negative in the tetrahedron.

The model isolates the effect of $\zeta_L$ and does not predict the spectrum of a particular cobalt complex. In a real series the level gap, the bond length and the hopping change with the halide, and $B$ changes with them. With several $d$ electrons, $\zeta_{\rm eff}$ is a one-electron parameter that enters the multiplet problem together with electron repulsion, and the order of the multiplet levels then depends also on the filling of the shell. A distortion that splits the $t_2$ level by an amount comparable with $\zeta_{\rm eff}$ removes the simple doublet–quartet pattern. The numerical output below lists the values for each halide.

## Numbers as computed

```
Free-atom constants, exchange-only LDA
zeta Co 3d = 0.0778 eV; virial ratio -V/T = 2.000001
zeta Cl 3p = 0.0826 eV; virial ratio -V/T = 2.000000
zeta Br 4p = 0.3209 eV; virial ratio -V/T = 2.000001
zeta I 5p = 0.6112 eV; virial ratio -V/T = 2.000003
Pair distance for overlap test = 5.0 bohr
Co-Cl overlap: sigma 0.0641, pi 0.0384
  largest two-centre/one-centre ratio: metal 0.00066, ligand 0.00025
Co-Br overlap: sigma 0.0700, pi 0.0450
  largest two-centre/one-centre ratio: metal 0.00079, ligand 0.00018
Co-I overlap: sigma 0.0740, pi 0.0539
  largest two-centre/one-centre ratio: metal 0.00098, ligand 0.00006
Angular factors: d -1.0000, sigma-sigma 0.0000, sigma-pi 0.7071, pi-pi 0.5000
Octahedral pi-pi factor = -0.5000
Model: gap 2.0 eV, t_sigma 1.5 eV, t_pi 0.7 eV
V_sigma = 1.7321 eV, V_pi = 0.6600 eV
t2* energy above ligand level = 3.1061 eV
lambda_sigma = 0.5576, lambda_pi = 0.2125
N^2 (metal weight) = 0.7374, ligand weight = 0.2626
B = 0.1901: cross term 0.1676, pi term 0.0226
Critical ligand constant zeta_d/B = 0.4093 eV
Octahedron: lambda_pi = 0.5146, N^2 = 0.7906
Cl: metal term 0.0574 eV, ligand term -0.0116 eV
  zeta_eff tetrahedral = 0.0458 eV
  doublet-quartet: formula 0.0687 eV, weak-coupling diagonalization 0.0687 eV
  doublet-quartet at full coupling = 0.0606 eV
  zeta_eff with pi phase reversed = 0.0662 eV
  zeta_eff octahedral t2g* = 0.0702 eV
Br: metal term 0.0574 eV, ligand term -0.0450 eV
  zeta_eff tetrahedral = 0.0124 eV
  doublet-quartet: formula 0.0186 eV, weak-coupling diagonalization 0.0186 eV
  doublet-quartet at full coupling = 0.0165 eV
  zeta_eff with pi phase reversed = 0.0917 eV
  zeta_eff octahedral t2g* = 0.0951 eV
I: metal term 0.0574 eV, ligand term -0.0857 eV
  zeta_eff tetrahedral = -0.0283 eV
  doublet-quartet: formula -0.0425 eV, weak-coupling diagonalization -0.0425 eV
  doublet-quartet at full coupling = -0.0353 eV
  zeta_eff with pi phase reversed = 0.1227 eV
  zeta_eff octahedral t2g* = 0.1255 eV
```
